# Hole density and net acceptor concentration under quadratic compensation

A wide-gap semiconductor is doped with acceptors at concentration $N$. As the doping rises, the crystal also forms compensating donors. Their positive charge density, in units of the elementary charge, is

$$D=\frac{N^2}{N_0},$$

where $N_0$ is the doping at which compensation is complete, $D=N$. We consider $0<N<N_0$, where the material is p-type.

The bulk is uniform, electrically neutral and in thermal equilibrium as far as the carriers are concerned; the donors are fixed during growth. All donors are ionised and electrons in the conduction band are neglected. The acceptors have one level, at height $E_A$ above the valence band edge, and their neutral state is $g$-fold degenerate. Until part (g), $E_A$ and $g$ do not depend on doping. The hole density is $p$, the Fermi level measured from the valence band edge is $\eta$, and $T$ is the temperature.

## (a) At what doping is the net acceptor concentration $N-D$ largest?

**Solution.** Completing the square gives

$$N-\frac{N^2}{N_0}=\frac{N_0}{4}-\frac{1}{N_0}\left(N-\frac{N_0}{2}\right)^2 .$$

The last term is never positive and vanishes at $N=N_0/2$. The peak is therefore at $N_0/2$, with height $N_0/4$. There $dD/dN=2N/N_0=1$: one more acceptor brings one more donor charge.

## (b) Show that the ionised fraction $f$ of the acceptors is a decreasing function of $p$, and that each doping has one hole density.

**Solution.** An ionised acceptor holds one electron more than a neutral one, at energy $E_A$. Relative to one neutral state, its statistical weight is $e^{(\eta-E_A)/k_BT}$. There are $g$ neutral states and one ionised state, so

$$f=\frac{e^{(\eta-E_A)/k_BT}}{g+e^{(\eta-E_A)/k_BT}}=\frac{1}{1+g\,e^{(E_A-\eta)/k_BT}} .$$

This increases strictly with $\eta$ and is below 1 at any finite $\eta$. The hole density is an integral over the valence band. With $\varepsilon$ the depth below the band edge and $\rho(\varepsilon)$ the density of states,

$$p=\int_0^\infty \frac{\rho(\varepsilon)\,d\varepsilon}{1+e^{(\varepsilon+\eta)/k_BT}} ,$$

which decreases strictly with $\eta$. Each $p$ thus fixes one $\eta$, and hence one $f$. A larger $p$ means a smaller $\eta$ and a smaller $f$. As $p\to0$, $\eta\to\infty$ and $f\to1$.

The positive charges are holes and donors, and the negative ones are ionised acceptors. Neutrality reads

$$p+\frac{N^2}{N_0}=f(p)\,N. \qquad (1)$$

At fixed $N$, the difference $f(p)N-N^2/N_0-p$ decreases strictly with $p$. It equals $N-D>0$ at $p=0$ and is negative at $p=N$, because $f<1$. It therefore has one zero, which is the hole density.

## (c) Where does $p$ peak, and on which side of $N_0/2$?

**Solution.** Instead of solving (1) for $p$ at given $N$, fix $p$ and ask which dopings produce it. Multiplying (1) by $N_0$ gives a quadratic equation in $N$,

$$N^2-fN_0N+pN_0=0,\qquad N_\pm=\frac{N_0}{2}\left[f\pm\sqrt{f^2-\frac{4p}{N_0}}\,\right]. \qquad (2)$$

The roots are real only if

$$p\le\frac{N_0}{4}f(p)^2 . \qquad (3)$$

The left side rises with $p$ and the right side falls. At $p=0$ the inequality holds, since $0<N_0/4$. At $p=N_0/4$ it fails, since $f<1$. Equality thus occurs at a single density $p_*$, which is the largest attainable one. The square root in (2) vanishes there, so

$$N_*=\frac{N_0}{2}f(p_*)<\frac{N_0}{2}. \qquad (4)$$

The hole density peaks at lower doping than the net acceptor concentration does. The donor charge at this doping is

$$D_*=\frac{N_*^2}{N_0}=\frac{N_0f(p_*)^2}{4}=p_* . \qquad (5)$$

At the hole peak, the holes and the compensating charge are equal in density.

There is no second maximum. For $0<p<p_*$ both roots in (2) are positive, because their sum $fN_0$ and product $pN_0$ are positive, and both are below $N_0$, because their sum is. Each such $p$ therefore occurs at two dopings. Since $0<p<N-D$, the continuous curve $p(N)$ goes to zero at both ends of the range. It must pass through each value below $p_*$ at least once on each side of $N_*$, hence once on each side. A continuous curve that never repeats a value on an interval is monotonic there, so $p$ rises up to $N_*$ and falls beyond it.

Nothing here required Boltzmann statistics or a particular band shape.

## (d) Explain the order of the peaks in terms of one added acceptor, and extend the result to $D=N_0(N/N_0)^m$ with $m>1$.

**Solution.** Differentiate $p+D=f(p)N$ with respect to $N$:

$$\frac{dp}{dN}+\frac{dD}{dN}=f+N\frac{df}{dp}\frac{dp}{dN}
\quad\Rightarrow\quad
\left(1-N\frac{df}{dp}\right)\frac{dp}{dN}=f-\frac{dD}{dN}. \qquad (6)$$

Since $df/dp<0$, the bracket is positive, and $dp/dN$ has the sign of $f-dD/dN$. At fixed hole density, an added acceptor contributes on average only $f$ negative charges, whereas the donors that come with it contribute their full charge $dD/dN$. Holes stop increasing when these balance, at $dD/dN=f<1$. The net concentration counts every acceptor, ionised or not, and keeps growing until $dD/dN=1$.

For the power law, $p$ is positive between $N=0$ and $N=N_0$ and vanishes at both ends, so it has a maximum, where $dD/dN=f$. Because $dD/dN$ increases with $N$, this lies below the net peak. Using $N\,dD/dN=mD$,

$$p_*=fN-D=N\frac{dD}{dN}-D=(m-1)D_* .$$

For $m=2$ this is (5). For $m=3$, a numerical search for the maximum, with the parameters of part (f), gave $p_*/D_*=2.0000$.

## (e) For Boltzmann holes, find an equation for $x=N_*/N_0$ and its limits.

**Solution.** When the Fermi level lies several $k_BT$ above the band edge, $p=N_Ve^{-\eta/k_BT}$, with $N_V$ the effective density of states. From part (b), $f/(1-f)=e^{(\eta-E_A)/k_BT}/g$. Multiplying the two removes $\eta$:

$$\frac{pf}{1-f}=K,\qquad K=\frac{N_V}{g}e^{-E_A/k_BT},\qquad f=\frac{K}{K+p}. \qquad (7)$$

Let $k=K/N_0$. Equation (4) says $f=2x$ and (5) says $p_*=x^2N_0$. Inserting both in (7),

$$2x=\frac{k}{k+x^2}\quad\Rightarrow\quad 2x^3+2kx-k=0. \qquad (8)$$

The left side increases with $x$, from $-k$ at $x=0$ to $1/4$ at $x=1/2$, so there is one positive root and it lies below $1/2$.

*Weak ionisation, $k\ll1$.* Write (8) as $2x^3=k(1-2x)$. For small $x$ the bracket is close to 1, and

$$x\approx\left(\frac{k}{2}\right)^{1/3},\qquad N_*\approx\left(\frac{KN_0^2}{2}\right)^{1/3},\qquad p_*=x^2N_0\approx\left(\frac{K^2N_0}{4}\right)^{1/3}.$$

The peak density grows only as the cube root of $N_0$, but as the power $2/3$ of $K$. In this regime, raising $K$ by a given factor, for instance with a shallower level, increases the peak density more than weakening the compensation by raising $N_0$ by the same factor.

*Nearly complete ionisation, $k\gg1$.* Put $x=1/2-\delta$. Then $k(1-2x)=2k\delta$, while $2x^3\approx1/4$, so $\delta\approx1/(8k)$. The two peaks merge as $k\to\infty$. Incomplete ionisation is what separates them.

## (f) Evaluate both peaks for $N_0=4\times10^{19}\ \mathrm{cm^{-3}}$, $E_A=0.22$ eV, $g=4$, a hole mass of 1.5 electron masses and $T=300$ K.

**Solution.** The net acceptor concentration peaks at $N=2\times10^{19}\ \mathrm{cm^{-3}}$, with height $1\times10^{19}\ \mathrm{cm^{-3}}$.

For the holes, the parabolic-band formula $N_V=2(2\pi m_hk_BT/h^2)^{3/2}$, with $m_h$ the hole mass, gives $4.61\times10^{19}\ \mathrm{cm^{-3}}$. With $k_BT=0.02585$ eV,

$$K=\frac{4.61\times10^{19}}{4}\,e^{-0.22/0.02585}\ \mathrm{cm^{-3}}=2.32\times10^{15}\ \mathrm{cm^{-3}},\qquad k=5.80\times10^{-5}.$$

The weak-ionisation estimate is $x\approx0.0307$; the root of (8) is $x=0.0301$. Therefore

$$N_*=0.0301\,N_0=1.20\times10^{18}\ \mathrm{cm^{-3}},\qquad p_*=(0.0301)^2N_0=3.62\times10^{16}\ \mathrm{cm^{-3}}.$$

The hole peak lies at a doping 16.6 times lower than the net peak. The donors there compensate only $D_*/N_*=x\approx3\%$ of the acceptors. What stops the rise is not this share but the rate at which donors are added: each further acceptor brings a donor charge $dD/dN=2x\approx0.06$, which equals the ionised fraction $f$.

At the net peak the hole density is only $2.32\times10^{15}\ \mathrm{cm^{-3}}$, lower than $p_*$ by a factor of 15.6. It is nearly equal to $K$, for a simple reason. Inserting (7) in (1) gives $(p+K)(p+D)=KN$, or $p(p+D)=K(N-D-p)$. When $p\ll D$ and $p\ll N-D$, this becomes $p\approx K(N-D)/D$, and at $N=N_0/2$ the net concentration equals $D$.

The hole maximum is broad on a logarithmic scale: half the peak density occurs at $1.66\times10^{17}$ and $4.38\times10^{18}\ \mathrm{cm^{-3}}$, the two roots in (2).

A search for the maximum using the full Fermi–Dirac integral, without (8), also gave $x=0.0301$, with a peak density 0.018% below the Boltzmann value. Degeneracy is negligible here. In a case at the onset of degeneracy, where the Fermi level at the hole peak is only about $0.5\,k_BT$ above the band edge and $p\approx0.5N_V$, with $N_V=10^{18}\ \mathrm{cm^{-3}}$, $E_A=0.01$ eV and the same $N_0$, the search gave $x=0.1115$ while (8) gives 0.1175. The general relations held there: $p_*/D_*$ and $2x/f$ were both 1.00000.

## (g) Suppose the level becomes shallower by $\beta I^{1/3}$, where $I=p+D$ is the density of ionised acceptors. When does $p$ still fall at $N_0/2$?

**Solution.** The cube root expresses a Coulomb energy at the typical spacing of the charged centres. It is a rough model. The proof in (c) no longer applies, because $f$ now depends on doping as well as on $p$.

Since $f=I/N$, the mass-action law (7) becomes $pI/(N-I)=K(I)$, or

$$\frac{pI}{K(I)}+I=N,\qquad K(I)=K_0\,e^{\beta I^{1/3}/k_BT},$$

where $K_0$ is the earlier constant. Define

$$s=\frac{d\ln K}{d\ln I}=\frac{\beta I^{1/3}}{3k_BT}.$$

With primes for $d/dN$, differentiation gives

$$\frac{I}{K}p'+\frac{p}{K}(1-s)I'+I'=1 .$$

Let $b=1+(p/K)(1-s)$ and use $I'=p'+D'$:

$$\left(\frac{I}{K}+b\right)p'=1-bD' .$$

At $N_0/2$, $D'=1$ and the right side is $1-b=-(p/K)(1-s)$. The bracket on the left is positive for $s<2$, because $p<I$. In that range $p$ falls at the net peak if $s<1$ and rises there if $s>1$. When $p\ll D$, $I\approx D=N_0/4$, and the condition for falling is

$$N_0<4\left(\frac{3k_BT}{\beta}\right)^3. \qquad (9)$$

With the rough value $\beta=3\times10^{-8}$ eV cm at 300 K, the limit is $6.9\times10^{19}\ \mathrm{cm^{-3}}$. The example has $s=0.83$ at its net peak, so it satisfies the condition by a modest margin. The result is sensitive to $\beta$, because the limit varies as $\beta^{-3}$: with $\beta=4\times10^{-8}$ eV cm it drops to $2.9\times10^{19}\ \mathrm{cm^{-3}}$, below the example's $N_0$, and $p$ then rises at the net peak. The numbers below use $\beta=3\times10^{-8}$ eV cm. The sign of one slope does not locate the highest maximum, so the whole doping range was searched. The hole peak moves from $1.20\times10^{18}$ to $1.82\times10^{18}\ \mathrm{cm^{-3}}$, and its height rises from $3.62\times10^{16}$ to $5.25\times10^{16}\ \mathrm{cm^{-3}}$. It remains 11 times lower in doping than the net peak.

For $N_0=2\times10^{20}\ \mathrm{cm^{-3}}$, with everything else unchanged, the order reverses: the net concentration peaks at $1.0\times10^{20}$ and the hole density has its highest maximum at $1.45\times10^{20}\ \mathrm{cm^{-3}}$. A second maximum, about half as high, remains below the net peak, near $6\times10^{18}\ \mathrm{cm^{-3}}$. The order of the peaks is therefore not guaranteed when the level becomes shallower with doping. In the reversed case the remaining depth is only 0.078 eV, after a lowering of 0.142 eV. The rough cube-root model is not established for so large a lowering, so the reversal shows a limit of the proof and is not a prediction for a material.

## (h) How do the other approximations and a real material compare with the example?

**Solution.** Each change below is made alone, in the model with a fixed level.

- Doubling $N_V$, as a rough allowance for anisotropic and multiple valence bands, moves the hole peak to $1.51\times10^{18}\ \mathrm{cm^{-3}}$.
- Operation at 400 K moves it to $2.75\times10^{18}\ \mathrm{cm^{-3}}$ and raises its height to $1.9\times10^{17}\ \mathrm{cm^{-3}}$. Heating ionises more acceptors and brings the two peaks closer.
- With a gap of 3.4 eV and an electron mass of 0.2 electron masses, the calculated electron density at the hole peak is of order $10^{-36}\ \mathrm{cm^{-3}}$, which means none.
- For a donor level 1 eV above the valence band, with a twofold degenerate neutral state, the neutral donor fraction is about $4\times10^{-14}$, because the Fermi level is at only 0.185 eV.

The parameters are round numbers in the rough regime of magnesium-doped gallium nitride, whose acceptor depth is about 0.2 eV. In good layers of that material the room-temperature hole density is roughly $10^{17}$ to $10^{18}\ \mathrm{cm^{-3}}$, and it is largest at magnesium concentrations of a few $10^{19}\ \mathrm{cm^{-3}}$. The example's hole peak is thus more than ten times too low in doping, and its height is also low. The assumption of a fixed level fails in real layers. With the rough $\beta$ of part (g), correcting it moves the peak by a factor of about 1.5, but this factor is fragile. With $\beta=4\times10^{-8}$ eV cm there are two maxima of nearly equal height, $6.2\times10^{16}\ \mathrm{cm^{-3}}$ at a doping of $2.3\times10^{18}$ and $6.6\times10^{16}\ \mathrm{cm^{-3}}$ at $2.4\times10^{19}\ \mathrm{cm^{-3}}$, so the highest one lies above the net peak. The rough model cannot decide between these cases. A plausible further cause, not tested here, is that the square law with this $N_0$ overstates compensation at moderate doping. The numbers illustrate the mechanism and should not be used to choose a magnesium dose.

For a device, the conductivity $ep\mu$ may matter more than $p$, with $e$ the elementary charge and $\mu$ the hole mobility. If $\mu$ decreases with doping, both factors fall beyond $N_*$, and at $N_*$ itself the product is already falling. The conductivity then peaks below $N_*$. Under the assumptions of parts (a) to (c), and with such a mobility, doping for the largest $N-D$ therefore overshoots both the hole peak and the conductivity peak.

## Computed values

```
input N0 = 4.0e+19 cm^-3
input acceptor depth = 0.22 eV, degeneracy = 4
input hole mass = 1.5 electron masses, T = 300 K
kT = 0.02585 eV
valence band density of states NV = 4.610e+19 cm^-3
mass-action constant K = 2.322e+15 cm^-3
k = K/N0 = 5.804e-05
net acceptor peak: at N = 2.000e+19 cm^-3
net acceptor peak value = 1.000e+19 cm^-3
hole peak, cubic: x = 0.03010, N = 1.204e+18 cm^-3
hole peak value p = D = 3.624e+16 cm^-3
ionised fraction at hole peak = 0.06020
Fermi level above valence band = 0.185 eV
weak-ionisation estimate of x = 0.03073
ratio of the two peak dopings = 16.61
hole density at net peak = 2.321e+15 cm^-3
hole peak / hole density at net peak = 15.62
full statistics: x = 0.03010, p = 3.624e+16 cm^-3
degeneracy changes peak p by -0.018 %
half the peak density 1.812e+16 cm^-3 occurs at
  N = 1.656e+17 and 4.377e+18 cm^-3
degenerate test: NV = 1.0e+18 cm^-3, depth = 0.01 eV
  x full = 0.1115, x cubic = 0.1175
  p/D = 1.00000, 2x/f = 1.00000
cubic compensation law: p/D at hole peak = 2.0000
level lowering coefficient = 3.0e-08 eV cm
  hole peak moves to N = 1.822e+18 cm^-3
  hole peak value = 5.246e+16 cm^-3
  ratio of the two peak dopings = 10.98
  criterion at net peak (must be < 1) = 0.834
  N0 above which p rises at net peak = 6.91e+19 cm^-3
reversed case N0 = 2.0e+20 cm^-3:
  net peak at N = 1.00e+20 cm^-3
  hole peak at N = 1.45e+20 cm^-3
  acceptor depth left there = 0.078 eV
NV doubled: hole peak at N = 1.509e+18 cm^-3
at 400 K: hole peak at N = 2.746e+18 cm^-3
  hole peak value = 1.885e+17 cm^-3
gap = 3.4 eV, electron mass = 0.2 electron masses
  electron density at hole peak = 2e-36 cm^-3
donor level 1.0 eV above valence band:
  neutral donor fraction = 4e-14
```
